# Dilute limit and permittivity from two charged-defect supercells: test program

```python
"""Dilute limit and permittivity from two charged-defect supercells.

Result under test, in atomic units, for a unit charge in a cubic cell:
    E(L) = E_inf - alpha / (2 eps L)
L: cell side; E_inf: dilute-limit formation energy; eps: relative
permittivity; alpha: constant of a simple cubic lattice of point charges
in a uniform neutralising background, with zero mean potential.
A cubic term c (L_small/L)^3 is added to size the error of the pure law.
Numbers are in eV and angstrom.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
K_B = const.k / const.e  # eV/K


def nonzero_lattice_lengths(n_max):
    """Lengths of all nonzero integer vectors in a cube of half-width n_max."""
    n = np.arange(-n_max, n_max + 1, dtype=float)
    squares = (n[:, None, None]**2 + n[None, :, None]**2
               + n[None, None, :]**2).ravel()
    return np.sqrt(squares[squares > 0])


def ewald_parts(eta):
    """Four parts of alpha for unit cell side; the sums carry a minus sign."""
    n = nonzero_lattice_lengths(8)
    own = 2 * eta / np.sqrt(np.pi)
    mean = np.pi / eta**2
    real_sum = np.sum(erfc(eta * n) / n)
    fourier_sum = np.sum(np.exp(-(np.pi * n / eta)**2) / (np.pi * n**2))
    return own, mean, real_sum, fourier_sum


def ewald_alpha(eta):
    own, mean, real_sum, fourier_sum = ewald_parts(eta)
    return own + mean - real_sum - fourier_sum


def direct_alpha(n_max):
    """Explicit sum over neutral cubes, each a point charge plus background."""
    face = dblquad(lambda u, v: 1 / np.sqrt(1 + u*u + v*v), -1, 1, -1, 1)[0]
    unit_cube_integral = 6 * face / 8  # integral of 1/r over a unit cube
    side = 2 * n_max + 1
    site_potential = (np.sum(1 / nonzero_lattice_lengths(n_max))
                      - side**2 * unit_cube_integral)
    background_r2 = 3 * (1 / 12)  # mean of r^2 over a unit cube
    mean_potential = 2 * np.pi / 3 * background_r2
    return mean_potential - site_potential


def gaussian_size_shift(side, rms, eps):
    """Periodic minus isolated energy of a Gaussian charge, by Fourier sum."""
    width = rms / np.sqrt(3)
    g = 2 * np.pi * nonzero_lattice_lengths(24) / side
    periodic = 2 * np.pi / side**3 * np.sum(np.exp(-(width * g)**2) / g**2)
    isolated = 1 / (2 * np.sqrt(np.pi) * width)
    return COULOMB * (periodic - isolated) / eps


L_SMALL, L_LARGE = 10.0, 20.0
E_SMALL, E_LARGE = 2.796, 2.898


def infer(e_small, e_large, cubic=0.0):
    """Solve the two linear equations for E_inf and slope A, given c."""
    matrix = np.array([[1, -1 / L_SMALL], [1, -1 / L_LARGE]])
    data = np.array([e_small - cubic,
                     e_large - cubic * (L_SMALL / L_LARGE)**3])
    return np.linalg.solve(matrix, data)


# The lattice constant: independence of the splitting, and a direct sum.
alpha = ewald_alpha(np.sqrt(np.pi))
for eta in (1.2, 2.5):
    assert abs(ewald_alpha(eta) - alpha) < 1e-10
alpha_direct = direct_alpha(40)
# The direct sum is cut at a finite cube; its tail falls as 1/n_max^2.
assert abs(alpha_direct - alpha) < 1e-4

# Main inference, closed form against the linear solution.
e_inf = 2 * E_LARGE - E_SMALL
slope = 2 * L_SMALL * (E_LARGE - E_SMALL)
eps = alpha * COULOMB / (2 * slope)
assert np.allclose(infer(E_SMALL, E_LARGE), [e_inf, slope], atol=1e-10)

# Size law for a nearly point-like charge, from explicit Fourier sums.
for side in (L_SMALL, L_LARGE):
    rms_test = 1.5
    predicted = (-alpha * COULOMB / (2 * eps * side)
                 + 2*np.pi * COULOMB * rms_test**2 / (3 * eps * side**3))
    assert abs(gaussian_size_shift(side, rms_test, eps) - predicted) < 1e-7

# Rounding of the data to 0.001 eV.
half_digit = 0.0005
corners = [infer(E_SMALL + a * half_digit, E_LARGE + b * half_digit)
           for a, b in itertools.product((-1, 1), repeat=2)]
limits = [corner[0] for corner in corners]
permittivities = [alpha * COULOMB / (2 * corner[1]) for corner in corners]
assert abs(max(limits) - e_inf - 3 * half_digit) < 1e-10

# A cubic term of either sign, as left by potential alignment.
L_CHECK = 15.0
cubic_cases = []
for cubic in (0.05, -0.05):
    limit_c, slope_c = infer(E_SMALL, E_LARGE, cubic)
    assert abs(limit_c - e_inf - 0.75 * cubic) < 1e-10
    assert abs(slope_c - slope - 1.75 * cubic * L_SMALL) < 1e-10
    eps_c = alpha * COULOMB / (2 * slope_c)
    e_check = limit_c - slope_c / L_CHECK + cubic * (L_SMALL / L_CHECK)**3
    cubic_cases.append((cubic, limit_c, eps_c, e_check))

# A spread charge: its cubic term is a fixed fraction of the leading term.
rms = 2.0
fraction = 4 * np.pi * rms**2 / (3 * alpha * L_SMALL**2)
slope_spread = slope / (1 - 1.75 * fraction)
cubic_spread = fraction * slope_spread / L_SMALL
e_inf_spread = e_inf + 0.75 * cubic_spread
eps_spread = alpha * COULOMB / (2 * slope_spread)
for side, energy in ((L_SMALL, E_SMALL), (L_LARGE, E_LARGE)):
    rebuilt = e_inf_spread + gaussian_size_shift(side, rms, eps_spread)
    assert abs(rebuilt - energy) < 1e-6

# Other effects of scale.
eps_clamped = 3.0
shift_clamped = alpha * COULOMB / (2 * eps_clamped * L_SMALL)
T_ANNEAL = 1000.0
kt = K_B * T_ANNEAL
concentration_factor = np.exp((e_inf - E_SMALL) / kt)

own, mean, real_sum, fourier_sum = ewald_parts(np.sqrt(np.pi))
print(f"Input: energy in {L_SMALL:.0f} angstrom cell = {E_SMALL:.3f} eV")
print(f"Input: energy in {L_LARGE:.0f} angstrom cell = {E_LARGE:.3f} eV")
print(f"Coulomb constant e^2/(4 pi eps0) = {COULOMB:.4f} eV angstrom")
print(f"Ewald, eta = sqrt(pi): own-Gaussian term = {own:.4f}")
print(f"Ewald: mean-potential term = {mean:.4f}")
print(f"Ewald: real-space sum (subtracted) = {real_sum:.6f}")
print(f"Ewald: Fourier sum (subtracted) = {fourier_sum:.6f}")
print(f"alpha from Ewald formula = {alpha:.6f}")
print(f"alpha from direct sum of neutral cubes = {alpha_direct:.6f}")
print(f"Energy difference between cells = {E_LARGE - E_SMALL:.3f} eV")
print(f"Slope A = {slope:.3f} eV angstrom")
print(f"Dilute limit E_inf = {e_inf:.3f} eV")
print(f"Dilute limit, converted = {e_inf / HARTREE:.5f} hartree")
print(f"Relative permittivity eps = {eps:.2f}")
print(f"Correction in small cell = {slope / L_SMALL:.3f} eV")
print(f"Correction in large cell = {slope / L_LARGE:.3f} eV")
print(f"Rounding range of E_inf = {min(limits):.4f} to {max(limits):.4f} eV")
print("Rounding range of eps = "
      f"{min(permittivities):.2f} to {max(permittivities):.2f}")
print(f"Pure law, energy at {L_CHECK:.0f} angstrom = "
      f"{e_inf - slope / L_CHECK:.3f} eV")
for cubic, limit_c, eps_c, e_check in cubic_cases:
    print(f"Cubic term in small cell = {cubic:+.3f} eV:")
    print(f"  E_inf = {limit_c:.4f} eV")
    print(f"  eps = {eps_c:.2f}")
    print(f"  energy at {L_CHECK:.0f} angstrom = {e_check:.3f} eV")
print(f"Spread charge, rms radius = {rms:.1f} angstrom:")
print(f"  cubic term in small cell = {cubic_spread:.4f} eV")
print(f"  E_inf = {e_inf_spread:.4f} eV")
print(f"  eps = {eps_spread:.2f}")
print(f"Clamped ions, chosen eps = {eps_clamped:.1f}: "
      f"small-cell correction = {shift_clamped:.3f} eV")
print(f"Anneal temperature = {T_ANNEAL:.0f} K")
print(f"Free-energy change per k_B of entropy = {kt:.4f} eV")
print("Concentration factor from uncorrected small cell = "
      f"{concentration_factor:.1f}")
print("checks complete")
```

It prints:

```
Input: energy in 10 angstrom cell = 2.796 eV
Input: energy in 20 angstrom cell = 2.898 eV
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
Ewald, eta = sqrt(pi): own-Gaussian term = 2.0000
Ewald: mean-potential term = 1.0000
Ewald: real-space sum (subtracted) = 0.076533
Ewald: Fourier sum (subtracted) = 0.086169
alpha from Ewald formula = 2.837297
alpha from direct sum of neutral cubes = 2.837301
Energy difference between cells = 0.102 eV
Slope A = 2.040 eV angstrom
Dilute limit E_inf = 3.000 eV
Dilute limit, converted = 0.11025 hartree
Relative permittivity eps = 10.01
Correction in small cell = 0.204 eV
Correction in large cell = 0.102 eV
Rounding range of E_inf = 2.9985 to 3.0015 eV
Rounding range of eps = 9.92 to 10.11
Pure law, energy at 15 angstrom = 2.864 eV
Cubic term in small cell = +0.050 eV:
  E_inf = 3.0375 eV
  eps = 7.01
  energy at 15 angstrom = 2.858 eV
Cubic term in small cell = -0.050 eV:
  E_inf = 2.9625 eV
  eps = 17.53
  energy at 15 angstrom = 2.870 eV
Spread charge, rms radius = 2.0 angstrom:
  cubic term in small cell = 0.0134 eV
  E_inf = 3.0101 eV
  eps = 8.98
Clamped ions, chosen eps = 3.0: small-cell correction = 0.681 eV
Anneal temperature = 1000 K
Free-energy change per k_B of entropy = 0.0862 eV
Concentration factor from uncorrected small cell = 10.7
checks complete
```
